# Relativistic Bond-Length Change from the Slope of the First-Order Energy

## Definitions and conventions

The algebra is in atomic units, so the speed of light is $c\approx137$ and $\lambda=1/c^2$ measures the strength of relativity. Energies in the example are in eV and lengths in angstrom. The nuclei of a diatomic molecule are clamped at separation $R$, and nuclear repulsion is included in the energy. A prime denotes a total derivative with respect to $R$.

For a chosen nondegenerate electronic state, let

$$H(R,\lambda)=H_0(R)+\lambda H_1(R)+O(\lambda^2),$$
$$E(R,\lambda)=E_0(R)+\lambda E_1(R)+\lambda^2E_2(R)+\cdots .$$

The nonrelativistic curve has a minimum at $R_0$, so $E_0'(R_0)=0$, and its force constant $k=E_0''(R_0)$ is positive. The energy is assumed smooth near $(R_0,0)$. The result is

$$\Delta R=-\frac{\lambda E_1'(R_0)}{k}+O(\lambda^2). \tag{1}$$

"Unrelaxed" means that the orbitals have not responded to relativity. They must still respond to the motion of the nuclei: $E_1'$ is the slope along the family of nonrelativistic states $\Psi_0(R)$, each computed at its own $R$.

## First derivation: the energy curve

**The displaced minimum.** Insert $R=R_0+\lambda R_1+\lambda^2R_2+\cdots$ into $\partial E/\partial R=0$. The three contributions, through second order, are

$$E_0'(R)=k(\lambda R_1+\lambda^2R_2)+\tfrac12E_0'''\lambda^2R_1^2,$$
$$\lambda E_1'(R)=\lambda E_1'+\lambda^2E_1''R_1,\qquad \lambda^2E_2'(R)=\lambda^2E_2',$$

with all derivatives on the right taken at $R_0$. Each power of $\lambda$ must vanish separately. The first power gives $kR_1+E_1'=0$, which is equation (1). The second gives

$$R_2=-\frac{E_2'+E_1''R_1+\tfrac12E_0'''R_1^2}{k}. \tag{2}$$

Because $k\neq0$, the implicit function theorem guarantees one smooth branch of minima starting at $R_0$.

The sign has a direct meaning. If the relativistic energy rises with $R$, then $E_1'>0$, the added force points inward, and the bond shortens. A constant relativistic energy, however large, does nothing to the bond.

**Why unrelaxed orbitals suffice.** Let the energy be the stationary value of a function $F(p,R,\lambda)$ of independent wavefunction parameters $p$. For an exact state, $F$ is the expectation value of $H$; in Hartree-Fock theory it is the energy of a determinant. Then

$$E(R,\lambda)=F(p(R,\lambda),R,\lambda),\qquad F_p=0,$$

where subscripts denote partial derivatives. The chain rule gives

$$\frac{\partial E}{\partial\lambda}=F_\lambda+F_p\,\frac{\partial p}{\partial\lambda}=F_\lambda .$$

At $\lambda=0$ the right side needs only $p(R,0)$, the nonrelativistic parameters. Hence

$$E_1(R)=\langle\Psi_0(R)|H_1(R)|\Psi_0(R)\rangle. \tag{3}$$

In a finite basis, the energy lost by not relaxing follows from a Taylor expansion about the relaxed parameters. With $\delta p=p(R,0)-p(R,\lambda)=O(\lambda)$, the linear term vanishes and

$$F(p(R,0),R,\lambda)-E(R,\lambda)=\tfrac12\,\delta p^{T}F_{pp}\,\delta p+\cdots=O(\lambda^2). \tag{4}$$

It cannot affect $R_1$. For point nuclei in a complete basis, the cusp of the nonrelativistic orbital at each nucleus makes the quadratic coefficient diverge, and the loss in the X2C energy used below grows as $\lambda^{3/2}$ instead. That still vanishes faster than $\lambda$, so equation (1) is unchanged.

**What the slope contains.** For real parameters and a normalized state, differentiating equation (3) gives

$$E_1'=\langle\Psi_0|\partial_RH_1|\Psi_0\rangle+2\,\mathrm{Re}\langle\partial_R\Psi_0|H_1|\Psi_0\rangle. \tag{5}$$

The second term is the response of the nonrelativistic state to geometry. Calculating $E_1$ at neighbouring separations and taking the difference includes it automatically.

## Second derivation: balance of forces

Now start from the relativistically relaxed state and ask for the force on the nuclei at the old separation $R_0$. For an exact normalized eigenstate, the Hellmann-Feynman theorem gives

$$G(R,\lambda)\equiv\frac{\partial E}{\partial R}=\langle\Psi|\partial_RH|\Psi\rangle .$$

Write $\Psi=\Psi_0+\lambda\Psi_1+O(\lambda^2)$, with the phase chosen so that $\langle\Psi_0|\Psi_1\rangle=0$. Collecting terms at $R_0$,

$$G(R_0,\lambda)=\langle\Psi_0|\partial_RH_0|\Psi_0\rangle+\lambda g+O(\lambda^2),$$
$$g=\langle\Psi_0|\partial_RH_1|\Psi_0\rangle+2\,\mathrm{Re}\langle\Psi_1|\partial_RH_0|\Psi_0\rangle. \tag{6}$$

The first term of $G$ is $E_0'(R_0)=0$. Relativity therefore leaves an unbalanced force $-\lambda g$. Moving the nuclei by $\Delta R$ changes $G$ by $k\,\Delta R$ to leading order, since $\partial G/\partial R=E_0''$ at $\lambda=0$. Equilibrium requires

$$\lambda g+k\,\Delta R=0,\qquad \Delta R=-\lambda g/k. \tag{7}$$

This formula uses the relaxed state through $\Psi_1$. To compare it with equation (1), use the two first-order equations. Expanding $(H-E)\Psi=0$ in $\lambda$, and differentiating $(H_0-E_0)\Psi_0=0$ with respect to $R$, gives

$$(H_0-E_0)\Psi_1=-(H_1-E_1)\Psi_0,$$
$$(H_0-E_0)\partial_R\Psi_0=-(\partial_RH_0-E_0')\Psi_0 .$$

Choose the phase along $R$ so that $\langle\Psi_0|\partial_R\Psi_0\rangle=0$. Project the first equation on $\partial_R\Psi_0$ and the second on $\Psi_1$. The terms with $E_1$ and $E_0'$ vanish by orthogonality:

$$\langle\partial_R\Psi_0|H_0-E_0|\Psi_1\rangle=-\langle\partial_R\Psi_0|H_1|\Psi_0\rangle,$$
$$\langle\Psi_1|H_0-E_0|\partial_R\Psi_0\rangle=-\langle\Psi_1|\partial_RH_0|\Psi_0\rangle .$$

The left sides are complex conjugates because $H_0-E_0$ is Hermitian. Their real parts agree, so

$$\mathrm{Re}\langle\partial_R\Psi_0|H_1|\Psi_0\rangle=\mathrm{Re}\langle\Psi_1|\partial_RH_0|\Psi_0\rangle. \tag{8}$$

Equations (5) and (6) then give $g=E_1'(R_0)$, and the two derivations agree.

**The same equality in Hartree-Fock theory.** Differentiating $F_p=0$ along $R$ and along $\lambda$ yields

$$p_R=-F_{pp}^{-1}F_{pR},\qquad p_\lambda=-F_{pp}^{-1}F_{p\lambda},$$

provided redundant parameters have been removed and $F_{pp}$ is invertible. Differentiating $F_\lambda$ along $R$, or $F_R$ along $\lambda$, gives

$$F_{\lambda R}-F_{\lambda p}F_{pp}^{-1}F_{pR}
=F_{R\lambda}-F_{Rp}F_{pp}^{-1}F_{p\lambda}.$$

The sides agree because $F_{pp}$ is symmetric. If the basis functions move with the atoms, $F_R$ includes their motion as well as the Hellmann-Feynman term.

**A check of the two responses.** Consider one electron in one dimension, attracted by charges 1 and 2 through $-Z/\sqrt{y^2+1}$, where $y$ is the distance from the charge. The charges are two atomic units of length apart, and $H_1=-p^4/8+V''/8$, with $V''$ the second derivative with respect to the electron coordinate. There is no nuclear repulsion, so this tests the slope and does not describe a bond. In units of $10^{-4}$ eV/angstrom, the explicit part of $\lambda E_1'$ is $-1.218$ and the response to geometry is $+1.091$. Their sum is $-0.127$. The force from the relativistic response, found from a separate calculation with $H_1$ switched on, is also $+1.091$.

Omitting the response would make this slope almost ten times too large in magnitude. Counting both responses would give $+0.964$, with the wrong sign. They are two accounts of one contribution.

## What each derivation assumes

Both derivations need a smooth, isolated state and a positive force constant. They differ in what must be calculated.

The energy derivation needs the nonrelativistic state at several separations and the expectation value of $H_1$. Its shortcut, equation (3), relies on stationarity. The force derivation needs the relativistic response at one separation. Its simple form (6) also needs the Hellmann-Feynman theorem, which generally requires extra terms when an incomplete basis moves with the nuclei.

Equation (1) itself is more general than equation (3). It holds for any smooth energy curve if $E_1$ means the total derivative $dE/d\lambda$ at $\lambda=0$. Second-order Møller-Plesset theory (MP2) is not stationary in its orbitals, so its total derivative includes orbital response. For the NaCl calculation below, at 2.39 angstrom, the correlation contribution to $\lambda E_1$ is $-0.0168$ eV from the total derivative but $-0.0052$ eV from the unrelaxed MP2 density. The unrelaxed value misses more than two thirds of this contribution. The missing fraction depends on the basis: in a triple-zeta basis without f functions the two values are $-0.0171$ and $-0.0027$ eV.

The agreement of the two derivations also limits causal language. A contraction calculated without relativistic orbital relaxation does not show that such relaxation exerts no force. Equation (8) shows that its force appears in the other account as the response of the nonrelativistic state to geometry.

## The first-order operator

The example uses the spin-free, one-electron exact two-component (X2C) Hamiltonian. Let $S$, $T$ and $V$ be the overlap, kinetic and nuclear-attraction matrices, let $h_0=T+V$, and let $W$ be the matrix of $\mathbf p\cdot V\mathbf p$. With large and small components $A$ and $B$, and the rest energy subtracted, the Dirac equation in a kinetically balanced basis, without its spin-orbit part, is

$$VA+TB=\varepsilon SA,$$
$$TA+\left(\tfrac{\lambda}{4}W-T\right)B=\tfrac{\lambda}{2}\varepsilon TB .$$

Set $B=XA$. At $\lambda=0$ the second equation gives $X=1$, hence $X=1+O(\lambda)$. The energy matrix acting on $A$ is

$$L=V+TX+X^\dagger T-X^\dagger TX+\tfrac{\lambda}{4}X^\dagger WX .$$

Completing the square,

$$TX+X^\dagger T-X^\dagger TX=T-(X-1)^\dagger T(X-1)=T+O(\lambda^2),$$

so $L=h_0+\lambda W/4+O(\lambda^2)$. The norm matrix is $\tilde S=S+\lambda T/2+O(\lambda^2)$. The transformation $Q=1-\lambda S^{-1}T/4$ restores the original metric, because

$$Q^\dagger\tilde SQ=S+\lambda\left(\tfrac12-\tfrac14-\tfrac14\right)T+O(\lambda^2)=S+O(\lambda^2).$$

Forming $Q^\dagger LQ$ gives

$$H_1=\tfrac14W-\tfrac14\left(TS^{-1}h_0+h_0S^{-1}T\right). \tag{9}$$

In a complete basis, $T=p^2/2$ and

$$H_1=-\tfrac12T^2+\tfrac14(\mathbf p\cdot V\mathbf p-TV-VT).$$

The identity $p^2V-2\mathbf p\cdot V\mathbf p+Vp^2=-\nabla^2V$ turns this into

$$H_1=-\frac{p^4}{8}+\frac{\nabla^2V}{8},$$

the mass-velocity and Darwin terms. The electron repulsion is left nonrelativistic. First-order spin-orbit coupling has zero expectation value in a closed-shell singlet, because a spin vector has no expectation value in a state of total spin zero.

## Worked example: gaseous NaCl

The model is restricted Hartree-Fock with an uncontracted def2-SVP basis and point nuclei. It gives $R_0=2.360$ angstrom and $k=7.526$ eV/angstrom². These values belong to this small basis and should not be read as basis-set limits. At 2.39 angstrom the first-order relativistic energy is $-43.15$ eV, but the bond responds only to its slope. At $R_0$, using the matrix forms of the two terms,

$$\lambda E_1'=0.01952-0.00734=0.01218\ \text{eV/angstrom}.$$

The mass-velocity term pulls the atoms together and the Darwin term partly opposes it. The sizes depend strongly on the basis: in an uncontracted triple-zeta basis without f functions, with tight and diffuse functions added, the two parts at its own minimum ($R_0=2.39$ angstrom, $k=6.5$ eV/angstrom²) are about $0.0112$ and $-0.0015$ eV/angstrom. Equation (1) gives

$$\Delta R=-\frac{0.012178}{7.5263}=-0.001618\ \text{angstrom}=-0.00306\ \text{bohr}.$$

For comparison, self-consistent X2C calculations include orbital relaxation and terms beyond first order. Their minimum shifts by $-0.0016164$ angstrom. The extra digits are kept to compare calculations within one model; they are not a claim about the real molecule. Replacing $\lambda$ by $s\lambda$ and extrapolating the shift divided by $s$ to $s=0$ gives $-0.0016180$ angstrom, the predicted value. Equation (2) gives a second-order correction of $+1.65\times10^{-6}$ angstrom, which accounts for the difference at $s=1$.

**Relaxation is not small in energy.** At 2.39 angstrom and physical strength, relaxing the orbitals in the full X2C Hamiltonian lowers the energy by 4.26 eV, about a tenth of the first-order energy. Without this relaxation the minimum shifts by $-0.001598$ angstrom, about 1% less than with it. The energies depend on the basis: adding tighter functions makes the first-order energy about 0.6 eV more negative and raises the relaxation energy to about 5.1 eV. The shifts with and without relaxation still agree within about 2%. A large relaxation energy can therefore have a small effect on the bond when it varies little with $R$.

The quadratic law in equation (4) is a small-$\lambda$ law. Doubling $s$ from 0.01 to 0.02 multiplies the relaxation energy by 3.96, close to 4; doubling it from 0.25 to 0.5 gives 3.43. The largest eigenvalue of $\lambda S^{-1}T/2$ is 0.575 at $s=1$, which is not small. Tight basis functions can produce such a departure. For one electron bound to a nuclear charge of 17, extending the basis to tighter functions lowers the ratio between $s=0.01$ and $s=0.02$ from 3.95, with the chlorine $s$ primitives of def2-SVP, to 2.89, close to the complete-basis limit $2^{3/2}\approx2.83$.

## Accuracy and the heavy-element regime

Several omissions matter more to the NaCl shift than the second-order term. MP2, with the six lowest orbitals frozen, changes the full X2C shift in the def2-SVP basis from $-0.00162$ to $-0.00157$ angstrom. Enlarging the basis changes the first-order shift by $+0.00011$ angstrom, estimated from differences centred at 2.39 angstrom; the triple-zeta basis with tight and diffuse functions gives a shift of $-0.00148$ angstrom. The two-electron Darwin term adds about $-0.00007$ angstrom. In a singlet state the spin-spin contact term is $-2$ times the two-electron Darwin term, so it adds about $+0.00014$ angstrom. A reasonable reading is thus a contraction of about 0.0015 angstrom, uncertain by one or two units of $10^{-4}$ angstrom. The remaining two-electron relativistic terms, second-order spin-orbit coupling and correlation beyond MP2 have not been sized.

A real molecule also vibrates. Zero-point motion lengthens the mean bond by 0.0062 angstrom in this model, nearly four times the relativistic contraction; in the triple-zeta basis it is about 0.007 angstrom. Equation (1) describes the minimum of the curve, and should not be compared directly with a vibrationally averaged bond length.

NaCl is a light molecule, so it tests the formula where its expansion parameter is favourable. For a harder test, multiply $\lambda$ by $(79/17)^2=21.6$, giving the chlorine nucleus the $Z/c$ of gold while holding the basis and nuclear charges fixed. The linear prediction is $-0.0349$ angstrom and the relaxed X2C result is $-0.0337$ angstrom. In this basis the linear formula overestimates the contraction by about 4% of the relaxed value. That percentage is not converged: in the triple-zeta basis with tight and diffuse functions the linear prediction is $-0.032$ angstrom and the relaxed result $-0.029$ angstrom, an overestimate of more than 10%. This is still NaCl with strengthened relativity: it has neither gold's valence $d$ shell nor its spin-orbit coupling.

In bonds to gold, calculated contractions can be much larger, roughly 0.2 angstrom. The anharmonicity of the potential alone then threatens the linear formula. For a Morse curve $D(1-e^{-ax})^2$, with $x=R-R_0$,

$$D(1-e^{-ax})^2=D(a^2x^2-a^3x^3+\cdots),$$

so $k=2Da^2$ and $E_0'''=-6Da^3=-3ak$. The last term of equation (2) contributes

$$-\frac{E_0'''(\Delta R)^2}{2k}=\tfrac32a(\Delta R)^2 .$$

With the round value $a=1.5$ angstrom$^{-1}$ and a linear contraction of 0.2 angstrom, this is $+0.09$ angstrom, nearly half the leading shift. It is positive because the potential stiffens under compression. The other terms of equation (2) may add to it or oppose it. Higher orders matter too: a constant inward force whose linear shift is $-0.2$ angstrom moves the minimum of the full Morse curve by $-0.144$ angstrom, so the complete anharmonic correction is $+0.056$ angstrom. For such a bond the slope formula gives the direction and scale of the leading effect, while a quantitative bond length calls for the full relativistic curve.

The formula also becomes unreliable when $k$ is very small, because a modest force then causes a large displacement. A nearby electronic state can make the response large, and a degenerate state requires treating the coupled states together before a bond length is assigned to any one of them. The numerical output lists the main values computed for the def2-SVP model.

## Numbers as computed

```
NaCl, restricted Hartree-Fock, uncontracted def2-SVP
number of basis functions: 69 (none)
lam = 1/c^2: 5.325135e-05 atomic units
spacing of the five bond lengths: 0.070 angstrom
nonrelativistic bond length R0: 2.36010 angstrom
force constant k: 7.5263 eV/angstrom^2
force constant k: 0.077452 hartree/bohr^2
first-order energy at 2.39 angstrom: -43.1543 eV
same from relaxed energies: -43.1544 eV
slope of first-order energy at R0: 0.012178 eV/angstrom
  mass-velocity part: 0.019519 eV/angstrom
  Darwin part: -0.007341 eV/angstrom
predicted shift -slope/k: -0.0016180 angstrom
predicted shift -slope/k: -0.0030576 bohr
limit of relaxed shift/strength: -0.0016180 angstrom
relaxed X2C shift at strength 0.25: -0.0004044 angstrom
relaxed X2C shift at strength 0.5: -0.0008086 angstrom
relaxed X2C shift at strength 1.0: -0.0016164 angstrom
unrelaxed X2C shift at strength 1: -0.0015980 angstrom
second-order shift, formula: 1.650e-06 angstrom
second-order shift, from minima: 1.650e-06 angstrom
largest lam*t/2 in the basis at strength 1: 0.575 (none)
relaxation energy at strength 0.01: 7.5860e-04 eV
relaxation energy at strength 0.02: 3.0009e-03 eV
ratio of relaxation energies, 0.02 to 0.01: 3.956 (none)
relaxation energy at strength 0.25: 0.38230 eV
relaxation energy at strength 0.5: 1.31126 eV
relaxation energy at strength 1.0: 4.25614 eV
ratio of relaxation energies, 0.5 to 0.25: 3.430 (none)
Stress test: chlorine nucleus given the Z/c of gold
strength (79/17)^2: 21.595 (none)
linear prediction: -0.03494 angstrom
relaxed X2C shift: -0.03366 angstrom
Sizes of neglected effects in NaCl
MP2 bond length: 2.35016 angstrom
MP2 relativistic shift at strength 1: -0.0015727 angstrom
change of shift in larger basis: 0.0001076 angstrom
shift from two-electron Darwin term: -0.0000676 angstrom
zero-point mean stretch: 0.00624 angstrom
MP2 correlation part of the first-order energy at 2.39 angstrom
  total derivative: -0.01675 eV
  unrelaxed density only: -0.00517 eV
One-dimensional electron: parts of lam*E1'
  total slope: -1.26692e-05 eV/angstrom
  explicit operator part: -1.21779e-04 eV/angstrom
  response to geometry: 1.09110e-04 eV/angstrom
  force of relativistic response: 1.09110e-04 eV/angstrom
```
